# Methane isotopologue fractions and elimination branching from overlapping mass spectra

## Definitions and conventions

A metal precursor carries at least two labelled methyl groups and other ligands that are unlabelled. Each methyl site holds D with probability $p$ and H with probability $1-p$, independently of the others. Methane leaves by two routes. In alpha transfer, a methyl group takes an atom from a neighbouring methyl group; in ligand transfer, it takes H from another ligand. The alpha share $\beta$ is the fraction of methane molecules made by the first route, and $R=\beta/(1-\beta)$ is the branching ratio.

The index $n=0,\dots,4$ counts the D atoms in methane. The amounts are $x_n\ge0$, with total $X=\sum_n x_n$ and fractions $f_n=x_n/X$. The sample spectrum $y$ holds ion counts at m/z 12 to 21. Column $n$ of the response matrix $A$ holds the counts per unit amount of isotopologue $n$, so the linear detector model is $y\approx Ax$. Amounts are relative to the pressure unit of the standards.

The worked data are simulated, with $\beta=0.30$ and $p=0.99$. A parent ion gives 100,000 counts for the whole sample amount and 500,000 for a standard at unit pressure. The intensities after loss of zero to four atoms are 1.00, 0.85, 0.15, 0.08 and 0.03, rough values for methane at 70 eV. At each loss, an H atom is 1.5 times as likely to go as a D atom. These fragmentation rules create the data; the analysis does not use them.

## First failure: peak heights are not fractions

The naive scheme assigns m/z 16, 17, 18, 19 and 20 to $d_0$ to $d_4$. The counts are 11406, 40140, 45610, 69567 and 28940, with sum 195663. The apparent $d_4$ fraction is $28940/195663=0.148$, against a true value of 0.280. The apparent $d_2$ fraction is 0.233, against 0.021.

The cause is overlap. CD$_4$ that has lost D, CD$_3$H that has lost H, and intact CH$_2$D$_2$ all appear at m/z 18. The measured responses there are 420.45, 143.22 and 498.20 thousand counts. With $X\approx100000/500000=0.2$ and the fractions fitted below, the contributions are about 23,900, 19,900 and 1,750 counts. Some 96% of this peak is therefore fragments of heavier methanes, and all channels must be fitted together.

## Second failure: the standards are impure

Let $C_{ik}$ be the counts in channel $i$ from standard $k$, measured at relative pressure $t_k$. If each nominal D site of a standard holds H with probability $\epsilon$, standard $k$ contains isotopologue $m\le k$ with probability

$$P_{mk}=\binom{k}{m}(1-\epsilon)^m\epsilon^{k-m}.$$

With $T=\mathrm{diag}(t)$, the counts are $C=APT$, and therefore

$$A=CT^{-1}P^{-1}.$$

The inverse exists for $\epsilon<1$, because $P$ is triangular with diagonal entries $(1-\epsilon)^k$.

If the correction is skipped, the fit returns amounts $z$ of impure standards, with $APz=Ax$. At full column rank this means $x=Pz$. Each column of $P$ sums to one, so $\sum z_k=\sum x_n$. Only the $d_4$ standard contains CD$_4$, so $x_4=(1-\epsilon)^4z_4$. The uncorrected $d_4$ fraction is too large by $(1-\epsilon)^{-4}$. For $\epsilon=0.01$ and noise-free data, $\beta$ becomes $0.30/0.99^4=0.3123$, an error of 4% relative to the true share.

The correction also decides where non-negativity belongs. The physical condition is $x\ge0$. Requiring $z\ge0$ is stricter, since a sample may be purer than the standards.

## Third failure: negative amounts

Counting noise has variance close to $y_i$, so the weights are $W=\mathrm{diag}(1/y_i)$. With $r=y-Ax$, the fit minimises

$$\phi(x)=\tfrac12 r^TWr,\qquad \nabla\phi=-A^TWr .$$

Without a constraint, the example gives a $d_0$ fraction of $-0.00017$. In 3000 repeated simulated experiments, 87% had at least one negative amount, because the true $d_0$ and $d_1$ fractions are nearly zero. Setting the negative entries to zero afterwards leaves the other components at values that had been adjusted to accompany them. In the affected runs this raised $r^TWr$ by 3.0 on average above the constrained minimum.

The constrained minimum is characterised by

$$x_j\ge0,\qquad (A^TWr)_j\le0,\qquad x_j(A^TWr)_j=0 .$$

To see that these conditions suffice, take any other $z\ge0$. Since $\phi$ is quadratic,

$$\phi(z)-\phi(x)=\nabla\phi\cdot(z-x)+\tfrac12(z-x)^TA^TWA(z-x).$$

The conditions give $\nabla\phi\cdot x=0$ and $\nabla\phi\cdot z\ge0$, so the first term is not negative. The second is positive for $z\ne x$ if $A$ has full column rank. The minimum is then unique.

The Lawson–Hanson method finds it as follows.

1. Start with $x=0$ and an empty set $S$ of free components.
2. Compute $c=A^TWr$. If no component outside $S$ has $c_j>0$, stop. Otherwise add the one with the largest $c_j$ to $S$.
3. Solve the unconstrained problem on $S$; call the result $s$. If all its components are positive, set $x=s$ and return to step 2.
4. Otherwise move to $x+\alpha(s-x)$, where $\alpha=\min x_i/(x_i-s_i)$ over the components with $s_i\le0$. Remove from $S$ those that have reached zero, and repeat step 3.

The new component moves in the right direction. Before it is added, $c=0$ on the old set. The normal equations on the enlarged set are $H(s-x)=c_je_j$, where $H=A_S^TWA_S$ and $e_j$ is the unit vector. Thus $s_j-x_j=c_j(H^{-1})_{jj}>0$. Every move goes toward the minimum of a convex function and lowers $\phi$. A completed set therefore cannot recur, and since there are finitely many sets, the method ends in exact arithmetic. A test on 150 noisy problems, 124 of them with an active bound, found the same solutions as enumeration of all supports.

For the example, the fractions are:

| | $d_0$ | $d_1$ | $d_2$ | $d_3$ | $d_4$ |
|---|---|---|---|---|---|
| True | 0.0000 | 0.0002 | 0.0210 | 0.6990 | 0.2798 |
| Fitted | 0.0000 | 0.0020 | 0.0176 | 0.6962 | 0.2842 |

The condition number of the weighted response is 6.0, so the linear solution is numerically stable although the columns overlap. The constraint hardly changes $d_4$ here: the unconstrained value is also 0.2842. Its benefit in this example is a physically admissible set of small fractions, not a better branching share.

## Fourth failure: CD$_4$ does not count alpha events directly

An alpha event can transfer H left by incomplete labelling, and the receiving methyl may itself contain H. Moreover, H transfers faster than D. Let $k$ be the ratio of their transfer rates at one site, here $k=4$; as a subscript, $k$ still labels a standard.

At low conversion the initial site populations still hold. Per donor site, in units of the D rate, the mean D flux is $p$ and the mean H flux is $k(1-p)$. The transferred atom is therefore D with probability

$$q=\frac{p}{p+k(1-p)}.$$

Let $b_3(n)=\binom3n p^n(1-p)^{3-n}$ describe the receiving methyl, with $b_3(-1)=b_3(4)=0$. Adding the two routes gives

$$f_n=\beta\,[q\,b_3(n-1)+(1-q)b_3(n)]+(1-\beta)b_3(n)$$

$$\phantom{f_n}=\beta q\,b_3(n-1)+(1-\beta q)b_3(n).$$

For $n=4$ only the first term survives, with $b_3(3)=p^3$. Hence $f_4=\beta qp^3$, and

$$\boxed{\beta=L f_4,\qquad L=\frac{p+k(1-p)}{p^4}.}$$

A sum over all H/D arrangements of three receiving and three donor sites confirmed this map. For perfect labelling $L=1$; without an isotope effect $L=p^{-4}$. In the example $L=1.03/0.9606=1.0722$, so

$$\beta=1.0722\times0.2842=0.3047 .$$

The map assumes no secondary isotope effect and no H/D exchange, either in the precursor or after methane forms. At high conversion, the faster H transfer changes the remaining site populations, and this $q$ is no longer exact. For a precursor with two methyl groups and one event per molecule, at full conversion, $Lf_4$ is 0.302 against a true share of 0.299 at $p=0.99$, and 0.309 against 0.297 at $p=0.95$.

## Fifth failure: counting noise is not the whole error

An error bar taken from $y$ alone treats $A$, $p$ and $k$ as known. To include them, differentiate the condition $A_S^TWr=0$ while $S$ and $W$ stay fixed:

$$dA_S^TWr+A_S^TW(dy-dA_S\,x_S-A_S\,dx_S)=0 ,$$

$$H\,dx_S=A_S^TW(dy-dA_S\,x_S)+dA_S^TWr .$$

From $\beta=Lx_4/X$, the derivative with respect to an amount is

$$g_j=\frac{\partial\beta}{\partial x_j}=\frac{L}{X}(\delta_{j4}-f_4).$$

Define $u=H^{-1}g_S$, with zeros outside $S$, and $v=WAu$. Multiplying the equation for $dx_S$ by $u^T$ gives $d\beta=v^T(dy-dA\,x)+u^TdA^TWr$. Reading off the coefficients,

$$\frac{\partial\beta}{\partial y_i}=v_i,\qquad M_{ij}\equiv\frac{\partial\beta}{\partial A_{ij}}=-v_ix_j+(Wr)_iu_j .$$

One linear solve thus supplies all these derivatives. For the calibration inputs, use $dP^{-1}=-P^{-1}dP\,P^{-1}$:

$$dA=dC\,T^{-1}P^{-1}-CT^{-2}dT\,P^{-1}-A\,dP\,P^{-1}.$$

With $N=MP^{-T}T^{-1}$, the coefficients are

$$\frac{\partial\beta}{\partial C_{ik}}=N_{ik},\qquad \frac{\partial\beta}{\partial t_k}=-\frac1{t_k}\sum_iC_{ik}N_{ik},$$

$$\frac{\partial\beta}{\partial\epsilon}=-\sum_{ij}M_{ij}\left(A\frac{dP}{d\epsilon}P^{-1}\right)_{ij}.$$

The label map adds

$$\frac{\partial\beta}{\partial k}=f_4\frac{1-p}{p^4},\qquad
\frac{\partial\beta}{\partial p}=f_4\left[\frac{1-k}{p^4}-\frac{4\{p+k(1-p)\}}{p^5}\right].$$

Central differences of the complete solver at fixed $W$ agreed with all these derivatives. The largest discrepancy was $1.1\times10^{-9}$, relative to the largest derivative for the same kind of input.

For independent inputs $a$ with standard deviations $\sigma_a$, $\sigma_\beta^2=\sum_a(\partial\beta/\partial a)^2\sigma_a^2$. The standard deviations are 0.01 for each pressure, 0.002 for $\epsilon$ and for $p$, and 1 for $k$; counts have Poisson errors. The result is:

| Source | Contribution to $\sigma_\beta$ |
|---|---|
| Sample counts | 0.0017 |
| Standard counts | 0.0005 |
| Standard pressures | 0.0030 |
| Standard purity $\epsilon$ | 0.0025 |
| Label purity $p$ | 0.0042 |
| Isotope ratio $k$ | 0.0030 |

Their squares add to $4.5\times10^{-5}$, so $\beta=0.305\pm0.007$. Since $dR/d\beta=1/(1-\beta)^2$, the branching ratio is $R=0.438\pm0.014$.

Two entries can be traced by hand. A fractional pressure error $\tau_j$ rescales $x_j$ by $1+\tau_j$ when the small mixing in $P$ is neglected. Then $d\beta=\beta(\tau_4-\sum_jf_j\tau_j)$, and a 1% error in each standard gives

$$0.3047\times0.01\sqrt{0.716^2+0.696^2+0.018^2}=0.0030 .$$

An error common to all pressures cancels. For purity, the factor $(1-\epsilon)^4$ found earlier gives $d\beta/d\epsilon=-4\beta/(1-\epsilon)=-1.23$, hence $1.23\times0.002=0.0025$.

Sample counting supplies about 6% of the variance. Longer acquisition would do little here; a better determination of $p$ would do more. If the precursor and the standards share one purity error, so that $dp=-d\epsilon$, the two purity contributions must be added with their signs. They partly cancel, to $0.00424-0.00246\approx0.0018$, and treating them as independent would overstate the error.

## What the fitted spectrum can and cannot reveal

The example lies 0.0047 above the true share. That is 0.7 of the total standard deviation, but this spectrum was made with the other inputs at their true values. Against counting errors alone, the deviation is 2.7 standard deviations. The expected count at m/z 20, with a carbon-13 fraction of 0.011, is

$$10^5(0.989\times0.2798+0.011\times0.6990)\approx28440 .$$

The draw gave 28940, which is 500 counts or 3.0 standard deviations high. Yet $r^TWr=5.4$ for ten channels and four positive components, which gives no warning. The fit follows the fluctuation: it predicts 28920 counts at m/z 20. A good residual therefore does not certify the branching share.

The 3000 repeated experiments redrew all inputs and re-estimated $W$ and $S$ each time. The standard deviation of $\beta$ was 0.0066, against a mean predicted value of 0.0067. The interval $\pm1.96\sigma_\beta$ contained the true share in 95.5% of runs. The mean offset was 0.0002, small beside the scatter. The linear formula is thus adequate for $\beta$ in this regime, although $d_0$ and $d_1$ lie near their bounds.

It is not adequate for a component at its bound. Let $\xi$ be the unconstrained solution, and suppose that only component $j$ can become negative. When $\xi_j<0$, minimising $(x-\xi)^TH(x-\xi)/2$ at $x_j=0$, with $H$ now taken over all components, gives $H(x-\xi)=\lambda e_j$. The condition $x_j=0$ fixes $\lambda=-\xi_j/(H^{-1})_{jj}$. Both signs of $\xi_j$ are covered by

$$x=\xi-\frac{H^{-1}e_j}{(H^{-1})_{jj}}\min(0,\xi_j).$$

Thus $x_j=\max(0,\xi_j)$. If the true amount is zero and $\xi_j$ is Gaussian with standard deviation $\sigma$, the half-line integrals give

$$\langle x_j\rangle=\frac{\sigma}{\sqrt{2\pi}},\qquad
\langle x_j^2\rangle=\frac{\sigma^2}{2},\qquad
\mathrm{var}(x_j)=\sigma^2\left(\frac12-\frac1{2\pi}\right).$$

A test with 4000 Gaussian draws, no $d_0$ and equal amounts of the other four gave a mean of $0.398\sigma$ and a variance of $0.339\sigma^2$; the formulas give 0.399 and 0.341. The same failure reaches $\beta$ itself when alpha transfer is so rare that $x_4$ is comparable with its error. An upper limit from repeated simulation is then more suitable than a symmetric error bar.

## The instrument and the unlabelled compound

The example is set in the regime of a quadrupole gas analyser at 70 eV, sampling methane from a thermally decomposing metal alkyl. Its fragment intensities are rough typical ones, and its purities and errors are chosen round values. Real instruments can break the assumption of an unchanged response between calibration and sample. A transmission drift of 0.5% per mass unit in favour of heavier ions shifts $\beta$ by $+0.0027$; the opposite drift shifts it by about $-0.0027$. Other sizes, each with the remaining settings fixed, are:

- Residual water adding 1000 counts at m/z 18 and 200 at m/z 17 shifts $\beta$ by $-0.0011$ and raises the $d_2$ fraction by 0.007.
- Residual D$_2$O adding 100 counts at m/z 20 shifts $\beta$ by $+0.0009$.
- A dead time of 20 ns, with 1 s per channel, shifts it by $+0.0001$ when only the sample counts are affected. Standards with 500,000 counts in a peak would lose about 1% there and must be corrected first; with sample and standards both uncorrected, the noise-free shift is $+0.0008$.
- At $10^{-5}$ Torr and 300 K, a rough rate constant of $10^{-9}$ cm$^3$/s and a residence time of 5 µs give an ion–molecule transfer probability of 0.0016. If every transfer added a proton, that fraction of the m/z 19 counts would be added to m/z 20, which shifts $\beta$ by $+0.0010$. Most hydrogen atoms in this gas are D, whose transfer leads to m/z 21 instead. This lowers the gain at m/z 20 but removes little of the shift, because the fit assigns m/z 21 to $d_4$ alone: the same counts placed there shift $\beta$ by $+0.0007$. This pressure is not the counting regime of the example. With a typical sensitivity of $10^{-5}$ to $2\times10^{-4}$ A/Torr it gives about $10^9$ to $10^{10}$ ions per second, which calls for current detection and a different noise model, whereas $10^5$ counts per second correspond to about $10^{-9}$ Torr or less, where the transfer is negligible.
- Leaving carbon-13 out of the response, with noise-free data, shifts it by $+0.0050$. Measured standards avoid this if their carbon has the same isotopic composition as the sample.

Wall exchange is not in the fit. If a fraction $\chi$ of CD$_4$ loses its full labelling before detection, $f_4$ and hence $\beta$ fall by the factor $1-\chi$; 1% exchange costs 0.003.

A larger change appears when the result is carried over to the unlabelled compound. The mean alpha rate of the labelled compound is $p+k(1-p)$ times that of a fully deuterated one. If ligand transfer is unaffected by the label, the fully deuterated ratio is $R_D=R/[p+k(1-p)]=0.438/1.03=0.425$. The unlabelled ratio is $kR_D$, so

$$\beta_H=\frac{kR_D}{1+kR_D}=\frac{1.70}{2.70}=0.63 .$$

The alpha route makes 30% of the methane from the labelled compound but 63% from the unlabelled one in this model. For $k=3$ and $k=5$, $\beta_H$ is 0.56 and 0.68, so the uncertainty of $k$, modest for $\beta$, dominates here.

The value of $k$ depends on temperature. If the zero-point difference of a 3000 cm$^{-1}$ C–H stretch, about 400 cm$^{-1}$, is lost entirely at the transition state, $k=\exp(hc\times400\ \mathrm{cm^{-1}}/k_BT)$. This gives 6.8, 4.2 and 3.2 at 300, 400 and 500 K. The chosen $k=4$ corresponds to about 400 K in this estimate, which omits tunnelling and the vibrations of the transition state. A branching share measured with labelled methyl groups should be reported with its label purity and temperature, and converted with a $k$ determined for the same reaction. The numerical output below gives the full spectrum and response matrix.

## Computed results

```
inputs: beta 0.30, p 0.990, k 4.0, eps 0.010
input sigmas: t 0.01, eps 0.002, p 0.002, k 1.0
loss of 0-4 atoms, relative intensity: 1.00 0.85 0.15 0.08 0.03
H-loss preference 1.5, carbon-13 fraction 0.011
parent scale, counts: sample 100000, standards 500000
m/z | sample, fitted counts | response d0..d4 (1000 counts)
12 | 2974 2960 | 14.68 14.81 14.81 14.76 14.88
13 | 974 926 | 39.64 25.11 14.29 6.14 0.17
14 | 6952 7077 | 74.69 43.24 32.99 33.74 39.45
15 | 4198 4219 | 421.32 122.42 48.31 28.50 0.51
16 | 11406 11394 | 499.71 345.61 188.76 45.62 74.48
17 | 40140 40164 | 5.51 498.84 255.15 280.10 0.79
18 | 45610 45610 | 0.00 5.54 498.20 143.22 420.45
19 | 69567 69499 | 0.00 0.00 5.48 496.85 4.71
20 | 28940 28920 | 0.00 0.00 0.00 5.41 495.39
21 | 326 314 | 0.00 0.00 0.00 0.00 5.52
condition number of weighted response: 6.02
true fractions d0..d4: 0.00000 0.00021 0.02101 0.69899 0.27979
unconstrained fractions d0..d4: -0.00017 0.00230 0.01756 0.69613 0.28419
non-negative fractions d0..d4: 0.00000 0.00203 0.01757 0.69623 0.28417
chi-square 5.36, channels minus positive components 6
D probability of transferred alpha atom q: 0.96117
label factor beta/f4: 1.07225
alpha share beta: 0.30470 +/- 0.00671
ratio alpha/ligand: 0.4382 +/- 0.0139
sigma of beta from sample counts: 0.00168
sigma of beta from standard counts: 0.00045
sigma of beta from pressures: 0.00304
sigma of beta from standard purity: 0.00246
sigma of beta from label purity: 0.00424
sigma of beta from isotope ratio k: 0.00296
largest relative gradient error: 1.1e-09
noise-free beta if standard impurity is ignored: 0.31231
repeated experiments: 3000, SD 0.00660, mean linear sigma 0.00665
bias 0.00018, coverage of 1.96 sigma 0.9550
runs with a negative unconstrained amount: 0.868
mean chi-square excess of clipping in them: 2.996
zero component: mean/sigma 0.3981, theory 0.3989
zero component: var/sigma^2 0.3392, theory 0.3408
solver cases with an active bound: 124 of 150
fully deuterated ratio alpha/ligand: 0.4255
unlabelled alpha share for k = 3, 4, 5: 0.5597 0.6299 0.6812
zero-point estimate of k at 300, 400, 500 K: 6.79 4.20 3.16
ion source 1e-05 Torr, 300 K: transfer probability 1.61e-03
beta shift, residual H2O, 1% at m/z 18: -0.00107
beta shift, residual D2O, 0.1% at m/z 20: +0.00089
beta shift, 20 ns dead time, 1 s dwell: +0.00012
beta shift, transmission drift 0.5% per u: +0.00272
beta shift, proton transfer 19 to 20: +0.00100
beta shift, carbon-13 left out of standards: +0.00505
d2 fraction shift from residual H2O: +0.00697
```
